# Spin Chern numbers with Rashba coupling from the projected spin operator: a program that tests the result

```python
"""Spin Chern number of a 2D insulator whose spin is not conserved.

Result under test: diagonalise the spin operator s = n.sigma inside the occupied
space. While the energy gap AND the gap between the two projected-spin
eigenvalues stay open, each spin bundle has a fixed integer Chern number C+, C-,
and Cs = (C+ - C-)/2 is constant; its parity is the Z2 index.
Model: Kane-Mele honeycomb lattice, basis (A up, A down, B up, B down).
Symbols: T_HOP hopping, lso spin-orbit, lr Rashba, lv staggered potential,
lr2 second-neighbour Rashba (all eV); Delta = 3 sqrt(3) lso;
R = sqrt(lv^2 + 9 lr^2); k1, k2 are fractions of the reciprocal vectors.
A parameter set is the tuple (lso, lr, lv, lr2).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize
from scipy.special import expit

A_LAT, T_HOP, LSO, BUCKLING = 4.7, 1.3, 0.01, 0.85   # angstrom, eV, eV, angstrom
DELTA = 3 * np.sqrt(3) * LSO
VEL = np.sqrt(3) / 2 * A_LAT * T_HOP                 # eV angstrom
N_GRID = 72                                          # multiple of 6: K is a node
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0 + 0j, -1.0])
ID2 = np.eye(2, dtype=complex)
A1 = np.array([0.5, np.sqrt(3) / 2])
A2 = np.array([-0.5, np.sqrt(3) / 2])
K_POINT = (1 / 3, 2 / 3)


def cross_z(d):
    """z component of (spin vector) x d."""
    return SX * d[1] - SY * d[0]


def hamiltonian(k1, k2, par):
    lso, lr, lv, lr2 = par
    p1, p2 = 2 * np.pi * k1, 2 * np.pi * k2
    ex = lambda x: x[..., None, None]
    f = 2 * lso * (np.sin(p1) - np.sin(p2) - np.sin(p1 - p2))
    local = lv * ID2 + ex(f) * SZ
    for phase, vec in ((p1, A1), (-p2, -A2), (p2 - p1, A2 - A1)):
        local = local + 4 / 3 * lr2 * ex(np.sin(phase)) * cross_z(vec)
    r_b = (A1 + A2) / 3
    hop = 0
    for phase, vec in ((0 * p1, r_b), (-p1, r_b - A1), (-p2, r_b - A2)):
        unit = vec / np.linalg.norm(vec)
        hop = hop + ex(np.exp(1j * phase)) * (T_HOP * ID2 + 1j * lr * cross_z(unit))
    h = np.zeros(k1.shape + (4, 4), complex)
    h[..., :2, :2] = local
    h[..., 2:, 2:] = -local
    h[..., :2, 2:] = hop
    h[..., 2:, :2] = np.conj(np.swapaxes(hop, -1, -2))
    return h


def near_k(qx, qy):
    """Fractional coordinates of K + q, with q in 1/angstrom."""
    return [K_POINT[i] + A_LAT * (qx * v[0] + qy * v[1]) / (2 * np.pi)
            for i, v in enumerate((A1, A2))]


def spin_operator(theta):
    return np.kron(ID2, np.sin(theta) * SX + np.cos(theta) * SZ)


def solve(k1, k2, par, theta=0.0):
    """Energies, all states, projected-spin values and their states."""
    e, u = np.linalg.eigh(hamiltonian(k1, k2, par))
    occ = u[..., :2]
    m = np.conj(np.swapaxes(occ, -1, -2)) @ spin_operator(theta) @ occ
    s, w = np.linalg.eigh(m)
    return e, u, s, occ @ w


def condensed_axis(n):
    """Periodic mesh that is 20 times denser at 0, 1/3 and 2/3, with weights."""
    u = np.arange(n) / n
    k = u - 0.95 * np.sin(6 * np.pi * u) / (6 * np.pi)
    return k, 1 - 0.95 * np.cos(6 * np.pi * u)


def mesh(n, uniform=False):
    k = np.arange(n) / n if uniform else condensed_axis(n)[0]
    return np.meshgrid(k, k, indexing="ij")


def link_chern(v):
    """Chern number of a line bundle from plaquette phases; largest flux."""
    l1 = np.sum(v.conj() * np.roll(v, -1, 0), -1)
    l2 = np.sum(v.conj() * np.roll(v, -1, 1), -1)
    flux = np.angle(l1 * np.roll(l2, -1, 0) * np.conj(np.roll(l1, -1, 1) * l2))
    return int(round(-flux.sum() / (2 * np.pi))), np.abs(flux).max()


def wilson_z2(occ):
    """Z2 index from the flow of Wannier centres over half the zone."""
    n = occ.shape[0]
    half = occ[:, : n // 2 + 1]
    links = np.conj(np.swapaxes(half, -1, -2)) @ np.roll(half, -1, 0)
    a, _, b = np.linalg.svd(links)
    links = a @ b
    loop = links[0]
    for i in range(1, n):
        loop = loop @ links[i]
    x = np.sort(np.angle(np.linalg.eigvals(loop)) % (2 * np.pi), axis=1)
    mid = x.mean(axis=1)
    z = np.where(x[:, 1] - x[:, 0] > np.pi, mid, (mid + np.pi) % (2 * np.pi))
    count = 0
    for j in range(len(z) - 1):
        lo, hi = min(z[j], z[j + 1]), max(z[j], z[j + 1])
        count += int(np.sum((x[j + 1] > lo) & (x[j + 1] < hi)))
    return count % 2


def refined_minimum(par, theta, which, start):
    def gap(x):
        e, _, s, _ = solve(np.array([x[0]]), np.array([x[1]]), par, theta)
        return (e[0, 2] - e[0, 1]) if which == "energy" else (s[0, 1] - s[0, 0])
    simplex = np.array(start) + np.array([[0, 0], [0.004, 0], [0, 0.004]])
    return minimize(gap, start, method="Nelder-Mead",
                    options=dict(initial_simplex=simplex, xatol=1e-7,
                                 fatol=1e-10, maxiter=150)).fun


def analyse(par, theta=0.0, n=N_GRID):
    """The algorithm: both gaps first, integers only if both are open."""
    k1, k2 = mesh(n)
    e, u, s, phi = solve(k1, k2, par, theta)
    gaps = {"energy": e[..., 2] - e[..., 1], "spin": s[..., 1] - s[..., 0]}
    low = {}
    for name, g in gaps.items():
        i = np.unravel_index(np.argmin(g), g.shape)
        low[name] = g[i]
        if g[i] > 1e-7:
            low[name] = refined_minimum(par, theta, name, (k1[i], k2[i]))
    out = dict(eg=low["energy"], sg=low["spin"], cs=None)
    if min(low.values()) < 1e-7:
        return out
    h, sop = hamiltonian(k1, k2, par), spin_operator(theta)
    ratio = np.linalg.norm(h @ sop - sop @ h, ord=2, axis=(-2, -1)) / gaps["energy"]
    ok = ratio < 1
    bound = np.sqrt(1 - ratio[ok] ** 2)
    assert np.all(np.abs(s).min(-1)[ok] >= bound - 1e-7)
    cp, f1 = link_chern(phi[..., 1])
    cm, f2 = link_chern(phi[..., 0])
    assert cp + cm == 0                       # time reversal
    out.update(cp=cp, cm=cm, cs=(cp - cm) // 2, flux=max(f1, f2),
               z2=wilson_z2(u[..., :2]), ratio=ratio.max())
    assert out["cs"] % 2 == out["z2"]
    return out


def show(label, r):
    head = f"{label}: Eg={abs(r['eg']):.5f} eV, spin gap={abs(r['sg']):.4f}"
    if r["cs"] is None:
        print(head + ", Cs undefined")
    else:
        print(head + f", C+={r['cp']:+d}, C-={r['cm']:+d}, Cs={r['cs']:+d}, "
              f"Z2={r['z2']}, max flux={r['flux']:.3f} rad")


def lowering_beside_k(lr):
    """Predicted drop of the gap minimum below its value at K when lv = 0."""
    return lr**2 * (DELTA**2 - (1.5 * lr) ** 2) / (4 * T_HOP**2 * DELTA)


def carrier_density(par, kt, n):
    """Thermal electrons per cm^2 of the neutral sheet."""
    w = condensed_axis(n)[1]
    weight = np.outer(w, w) / n**2
    e = np.linalg.eigvalsh(hamiltonian(*mesh(n), par))
    electrons = lambda mu: np.sum(weight[..., None] * expit(-(e[..., 2:] - mu) / kt))
    holes = lambda mu: np.sum(weight[..., None] * expit((e[..., :2] - mu) / kt))
    mu = brentq(lambda m: electrons(m) - holes(m), -0.3, 0.3)
    return electrons(mu) / (np.sqrt(3) / 2 * A_LAT**2) * 1e16


rng = np.random.default_rng(5)
one = lambda x: np.array([x])
print(f"Inputs: a={A_LAT} angstrom, t={T_HOP} eV, lso={LSO} eV, "
      f"buckling={BUCKLING} angstrom")
print(f"Delta = {DELTA:.5f} eV; Dirac velocity hbar*v = {VEL:.4f} eV angstrom")

# Dirac velocity from the bare bands
e = solve(*near_k(one(1e-4), one(0.0)), (0, 0, 0, 0))[0][0]
assert abs((e[2] - e[1]) / 2e-4 / VEL - 1) < 1e-3

# Link-phase Chern number against quadrature of the Berry curvature
nq, strong = 93, (0.1, 0.08, 0.1, 0.0)
phi = solve(*mesh(nq, True), strong)[3][..., 1]
proj = phi[..., :, None] * phi[..., None, :].conj()
freq = 2j * np.pi * np.fft.fftfreq(nq, 1 / nq)
d1 = np.fft.ifft(freq[:, None, None, None] * np.fft.fft(proj, axis=0), axis=0)
d2 = np.fft.ifft(freq[None, :, None, None] * np.fft.fft(proj, axis=1), axis=1)
curv = 1j * np.trace(proj @ (d1 @ d2 - d2 @ d1), axis1=-2, axis2=-1)
c_quad = curv.real.mean() / (2 * np.pi)
c_link = link_chern(phi)[0]
assert abs(c_quad - c_link) < 1e-3 and abs(c_link) == 1
print(f"Strong-coupling test (lso, lr, lv) = {strong[:3]} eV:")
print(f"  C+ by curvature quadrature = {c_quad:.6f}, by link phases = {c_link:+d}")

# Singular-value identity and the step bounds at random momenta near K
k1 = K_POINT[0] + 0.02 * rng.standard_normal(2000)
k2 = K_POINT[1] + 0.02 * rng.standard_normal(2000)
base = (LSO, 0.01, 0.02, 0.0)
e, u, s, _ = solve(k1, k2, base)
qsp = np.conj(np.swapaxes(u[..., 2:], -1, -2)) @ spin_operator(0) @ u[..., :2]
sv = np.linalg.svd(qsp, compute_uv=False)
assert np.allclose(np.sort(s**2, -1), np.sort(1 - sv**2, -1), atol=1e-10)
worst = 0.0
for dr, dv in ((0.002, 0.0), (0.0, 0.008), (-0.003, 0.003), (0.001, -0.01)):
    new = (LSO, 0.01 + dr, 0.02 + dv, 0.0)
    e2, _, s2, _ = solve(k1, k2, new)
    size = np.linalg.norm(hamiltonian(k1, k2, new) - hamiltonian(k1, k2, base),
                          ord=2, axis=(-2, -1))
    assert np.all(size <= abs(dv) + 3 * abs(dr) + 1e-12)
    eg = e[:, 2] - e[:, 1]
    assert np.all(np.abs(e2[:, 2] - e2[:, 1] - eg) <= 2 * size + 1e-12)
    limit = 4 * np.sqrt(2) * size / (eg - size)
    change = np.abs((s2[:, 1] - s2[:, 0]) - (s[:, 1] - s[:, 0]))
    assert np.all(size < eg) and np.all(change <= limit + 1e-12)
    worst = max(worst, np.max(change / limit))
print(f"Largest (spin-gap change)/(step bound) in random test = {worst:.4f}")

# Levels and projected spins at K on both sides of the transition
for lv in (0.02, 0.08):
    root = np.hypot(lv, 0.03)
    e, _, s, _ = solve(one(K_POINT[0]), one(K_POINT[1]), (LSO, 0.01, lv, 0))
    levels = np.sort([DELTA + lv, DELTA - lv, -DELTA + root, -DELTA - root])
    assert np.allclose(e[0], levels, atol=1e-10)
    expected = [-1, 1] if lv < 0.04 else [-1, lv / root]
    assert np.allclose(s[0], expected, atol=1e-8)
    print(f"At K, lr=0.01, lv={lv} eV: levels {np.round(e[0], 5)} eV, "
          f"spins {np.round(s[0], 4)}")

# With lv = 0 the gap minimum sits slightly beside K: fine polar scan around K
lr_scan = 0.02
radius, angle = np.meshgrid(np.linspace(0, 2e-4, 101),
                            np.linspace(0, 2 * np.pi, 121), indexing="ij")
e = np.linalg.eigvalsh(hamiltonian(
    *near_k(radius * np.cos(angle), radius * np.sin(angle)), (LSO, lr_scan, 0, 0)))
gap = e[..., 2] - e[..., 1]
drop = gap[0, 0] - gap.min()
assert abs(drop / lowering_beside_k(lr_scan) - 1) < 0.03
print(f"Gap minimum beside K, lr={lr_scan} eV, lv=0: lower than at K by {drop:.3e} eV "
      f"(formula {lowering_beside_k(lr_scan):.3e} eV)")
print(f"  distance from K = {radius.flat[np.argmin(gap)]:.2e} 1/angstrom")

print(f"Sweep 1: Rashba at lv=0; predicted closing lr = {2 * DELTA / 3:.5f} eV")
for lr in (0.0, 0.005, 0.01, 0.02, 0.03, 0.04):
    r = analyse((LSO, lr, 0.0, 0.0))
    show(f"  lr={lr:.3f} eV", r)
    if lr < 2 * DELTA / 3:
        below = 2 * DELTA - 3 * lr - r["eg"]
        assert -1e-9 < below < 1.03 * lowering_beside_k(lr) + 1e-9
        assert abs(r["cs"]) == 1
        if r["ratio"] < 1:
            print(f"    commutator ratio r={r['ratio']:.4f}, guaranteed spin gap "
                  f">= {2 * np.sqrt(1 - r['ratio']**2):.4f}")
        else:
            print(f"    commutator ratio r={r['ratio']:.4f}: no guarantee")
    else:
        assert r["cs"] is None and abs(r["eg"]) < 1e-7

LR = 0.01
lv_crit = DELTA - 9 * LR**2 / (4 * DELTA)
print(f"Sweep 2: staggered potential at lr={LR} eV")
for lv in (0.0, 0.02, 0.04, lv_crit, 0.06, 0.08):
    r = analyse((LSO, LR, lv, 0.0))
    show(f"  lv={lv:.5f} eV", r)
    below = abs(2 * DELTA - lv - np.hypot(lv, 3 * LR)) - r["eg"]
    allowed = 1.03 * lowering_beside_k(LR) if lv == 0 else 0.0
    assert -1e-8 < below < allowed + 1e-8
    if lv == lv_crit:
        assert r["cs"] is None and r["sg"] > 0.5
    else:
        assert abs(r["cs"]) == (1 if lv < lv_crit else 0)

lo, hi = 0.03, 0.07
for _ in range(8):
    mid = (lo + hi) / 2
    c = link_chern(solve(*mesh(N_GRID), (LSO, LR, mid, 0.0))[3][..., 1])[0]
    lo, hi = (mid, hi) if c != 0 else (lo, mid)
assert abs((lo + hi) / 2 - lv_crit) < 2e-4
print(f"  transition: formula {lv_crit:.5f} eV, bisection on C+ "
      f"{(lo + hi) / 2:.5f} +- {(hi - lo) / 2:.5f} eV")

print(f"Sweep 3: measured spin axis tilted from z, lr={LR} eV, lv=0")
signs = {}
for deg in (0, 45, 90, 135):
    th = np.radians(deg)
    r = analyse((LSO, LR, 0.0, 0.0), th)
    s = solve(one(K_POINT[0]), one(K_POINT[1]), (LSO, LR, 0, 0), th)[2][0]
    assert abs(s[1] - s[0] - 2 * abs(np.cos(th))) < 1e-8
    signs[deg] = r["cs"]
    show(f"  tilt={deg:3d} deg", r)
assert signs[90] is None and signs[0] == signs[45] == -signs[135] != 0

# Path from the spin-conserving model to the working point with safe steps
work = (LSO, LR, 0.02, 0.0)
length, x, steps, seen = work[2] + 3 * work[1], 0.0, 0, set()
while True:
    r = analyse((LSO, x * work[1], x * work[2], 0.0))
    seen.add(r["cs"])
    if x >= 1:
        break
    y = r["sg"] / (4 * np.sqrt(2))
    x = min(1.0, x + 0.9 * r["eg"] * y / (1 + y) / length)
    steps += 1
    assert steps < 50
assert len(seen) == 1
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"Working point lr={work[1]}, lv={work[2]} eV reached in {steps} safe steps, "
      f"Cs={r['cs']:+d} throughout")
print(f"  Eg = {r['eg']:.5f} eV = {r['eg'] / hartree:.6f} hartree; "
      f"spin gap = {r['sg']:.4f}")
for n in (20, 40):
    c, f = link_chern(solve(*mesh(n, True), work)[3][..., 1])
    print(f"  uniform {n}x{n} mesh without K: C+={c:+d}, max flux={f:.3f} rad")

# Effects left out of the model, sized at the working point
r2 = analyse(work[:3] + (0.01,))
show("Neglected: second-neighbour Rashba 0.01 eV", r2)
assert r2["cs"] == r["cs"]
kt = const.k * 300 / const.e
dirac = 4 / (2 * np.pi * VEL**2) * quad(lambda en: en * expit(-en / kt),
                                         DELTA, 2.0, limit=200)[0] * 1e16
lattice = carrier_density((LSO, 0, 0, 0), kt, 144)
assert abs(lattice / dirac - 1) < 0.03
dens = carrier_density(work, kt, 144)
assert abs(dens / carrier_density(work, kt, 216) - 1) < 0.01
print(f"Neglected: 300 K, kT={kt:.5f} eV, Eg/kT={r['eg'] / kt:.3f}, "
      f"thermal electrons={dens:.3e} cm^-2")

# Interband tunnelling law exp(-pi m^2/(v F)) from the time-dependent problem
mass, t_end = 0.5, 30.0
two_level = lambda t: np.array([[mass, t], [t, -mass]], complex)
start = np.linalg.eigh(two_level(-t_end))[1][:, 0]
sol = solve_ivp(lambda t, y: -1j * (two_level(t) @ y), (-t_end, t_end), start,
                method="DOP853", rtol=1e-8, atol=1e-10)
upper = np.linalg.eigh(two_level(t_end))[1][:, 1]
p_num = abs(np.vdot(upper, sol.y[:, -1])) ** 2
assert abs(p_num - np.exp(-np.pi * mass**2)) < 5e-3
f0 = np.pi * (r["eg"] / 2) ** 2 / VEL
bias, channel = 0.1, 1000.0                        # volt, angstrom
print(f"Neglected: tunnelling field {100 * f0:.5f} MV/cm; {bias} V over "
      f"{channel / 10:.0f} nm = {100 * bias / channel:.3f} MV/cm")
print(f"  two-band tunnelling probability = {np.exp(-f0 * channel / bias):.4f}")
print(f"Unscreened gate field: working point {200 * work[2] / BUCKLING:.2f} MV/cm, "
      f"transition {200 * lv_crit / BUCKLING:.2f} MV/cm")
breakdown = 10.0                                   # rough size for a good oxide
print(f"  transition field / rough oxide breakdown ({breakdown:.0f} MV/cm) = "
      f"{200 * lv_crit / BUCKLING / breakdown:.2f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Inputs: a=4.7 angstrom, t=1.3 eV, lso=0.01 eV, buckling=0.85 angstrom
Delta = 0.05196 eV; Dirac velocity hbar*v = 5.2914 eV angstrom
Strong-coupling test (lso, lr, lv) = (0.1, 0.08, 0.1) eV:
  C+ by curvature quadrature = 1.000000, by link phases = +1
Largest (spin-gap change)/(step bound) in random test = 0.0370
At K, lr=0.01, lv=0.02 eV: levels [-0.08802 -0.01591  0.03196  0.07196] eV, spins [-1.  1.]
At K, lr=0.01, lv=0.08 eV: levels [-0.1374  -0.02804  0.03348  0.13196] eV, spins [-1.      0.9363]
Gap minimum beside K, lr=0.02 eV, lv=0: lower than at K by 2.051e-06 eV (formula 2.050e-06 eV)
  distance from K = 5.00e-05 1/angstrom
Sweep 1: Rashba at lv=0; predicted closing lr = 0.03464 eV
  lr=0.000 eV: Eg=0.10392 eV, spin gap=2.0000, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.071 rad
    commutator ratio r=0.0000, guaranteed spin gap >= 2.0000
  lr=0.005 eV: Eg=0.08892 eV, spin gap=1.9946, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.071 rad
    commutator ratio r=0.3374, guaranteed spin gap >= 1.8827
  lr=0.010 eV: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
    commutator ratio r=0.8117, guaranteed spin gap >= 1.1683
  lr=0.020 eV: Eg=0.04392 eV, spin gap=1.9036, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.067 rad
    commutator ratio r=2.7321: no guarantee
  lr=0.030 eV: Eg=0.01392 eV, spin gap=1.7261, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.057 rad
    commutator ratio r=12.9282: no guarantee
  lr=0.040 eV: Eg=0.00000 eV, spin gap=0.0000, Cs undefined
Sweep 2: staggered potential at lr=0.01 eV
  lv=0.00000 eV: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
  lv=0.02000 eV: Eg=0.04787 eV, spin gap=1.9752, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.097 rad
  lv=0.04000 eV: Eg=0.01392 eV, spin gap=1.9607, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.232 rad
  lv=0.04763 eV: Eg=0.00000 eV, spin gap=1.9220, Cs undefined
  lv=0.06000 eV: Eg=0.02316 eV, spin gap=1.8944, C+=+0, C-=+0, Cs=+0, Z2=0, max flux=0.169 rad
  lv=0.08000 eV: Eg=0.06152 eV, spin gap=1.9363, C+=+0, C-=+0, Cs=+0, Z2=0, max flux=0.104 rad
  transition: formula 0.04763 eV, bisection on C+ 0.04758 +- 0.00008 eV
Sweep 3: measured spin axis tilted from z, lr=0.01 eV, lv=0
  tilt=  0 deg: Eg=0.07392 eV, spin gap=1.9780, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.070 rad
  tilt= 45 deg: Eg=0.07392 eV, spin gap=1.4142, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.093 rad
  tilt= 90 deg: Eg=0.07392 eV, spin gap=0.0000, Cs undefined
  tilt=135 deg: Eg=0.07392 eV, spin gap=1.4142, C+=-1, C-=+1, Cs=-1, Z2=1, max flux=0.093 rad
Working point lr=0.01, lv=0.02 eV reached in 3 safe steps, Cs=+1 throughout
  Eg = 0.04787 eV = 0.001759 hartree; spin gap = 1.9752
  uniform 20x20 mesh without K: C+=+1, max flux=2.522 rad
  uniform 40x40 mesh without K: C+=+1, max flux=2.124 rad
Neglected: second-neighbour Rashba 0.01 eV: Eg=0.04787 eV, spin gap=1.9747, C+=+1, C-=-1, Cs=+1, Z2=1, max flux=0.097 rad
Neglected: 300 K, kT=0.02585 eV, Eg/kT=1.852, thermal electrons=7.121e+10 cm^-2
Neglected: tunnelling field 0.03401 MV/cm; 0.1 V over 100 nm = 0.010 MV/cm
  two-band tunnelling probability = 0.0333
Unscreened gate field: working point 4.71 MV/cm, transition 11.21 MV/cm
  transition field / rough oxide breakdown (10 MV/cm) = 1.12
ALL CHECKS PASSED
```
